# Stoney's curvature formula from the bending balance of a stressed film

## 1. A strip pulled along one face

Take a flat elastic strip of thickness \(h\) and Young modulus \(E\), stressed along its length alone. A very thin film on its upper face is in tension and pulls inward with force \(F\) per unit width. How much does the strip bend?

Let \(z\) run from the strip's midplane towards the film. Tension is positive, and the curvature \(\kappa\) is positive when the film lies on the concave side. The centre of curvature is then at \(z=1/\kappa\), so a layer at height \(z\) lies on an arc of radius \(1/\kappa-z\). Its length relative to the midplane is \((1/\kappa-z)/(1/\kappa)=1-\kappa z\). If the midplane has a small strain \(\varepsilon_0\), the strain at \(z\) is, to first order,

\[
\varepsilon(z)=\varepsilon_0-\kappa z .
\]

No external force acts, so the film force and the strip's internal force cancel:

\[
F+\int_{-h/2}^{h/2}E(\varepsilon_0-\kappa z)\,dz=F+Eh\varepsilon_0=0 .
\]

The term in \(\kappa\) vanishes because \(z\) is odd. The moments about the midplane must also cancel. The thin film acts at \(z=h/2\), and now the term in \(\varepsilon_0\) is odd:

\[
\frac{Fh}{2}+\int_{-h/2}^{h/2}E(\varepsilon_0-\kappa z)z\,dz
=\frac{Fh}{2}-\frac{E\kappa h^3}{12}=0,
\qquad \kappa=\frac{6F}{Eh^2}.
\]

The film enters through its force and its lever arm \(h/2\). Its stiffness has not been needed: the balance asks how hard the film pulls, not how far it was stretched to pull that hard.

## 2. From the strip to a plate

A deposited film usually pulls in all in-plane directions. Let the substrate be a uniform isotropic plate with Poisson ratio \(\nu\), and let the film, of thickness \(t\), be firmly bonded with equal stress in every in-plane direction. Define

\[
F=\int_{\rm film}\sigma(z)\,dz=\bar\sigma t ,
\]

where \(\bar\sigma\) is the mean film stress and \(F\) is a force per unit length.

For equal in-plane stresses \(s\) and a free surface, Hooke's law gives \(\varepsilon=(s-\nu s)/E\). Hence

\[
s=M\varepsilon,\qquad M=\frac{E}{1-\nu}.
\]

\(M\) is the biaxial modulus. The linear strain profile need not be assumed. Try the displacements

\[
u_r=r(\varepsilon_0-\kappa z),\qquad u_z=\tfrac12\kappa r^2+g(z).
\]

The radial strain \(\partial u_r/\partial r\) and the hoop strain \(u_r/r\) both equal \(\varepsilon_0-\kappa z\). The shear strain is proportional to \(\partial u_r/\partial z+\partial u_z/\partial r=-\kappa r+\kappa r=0\). The normal stress vanishes if

\[
g'(z)=-\frac{\nu}{E}(2s)=-\frac{2\nu}{1-\nu}(\varepsilon_0-\kappa z),
\]

which can be integrated for \(g\). The stresses \(s=M(\varepsilon_0-\kappa z)\) do not depend on \(r\) and are equal in the two directions, so the equilibrium equations hold at every point. This is a solution of linear elasticity away from the edge.

At a free edge the stress should vanish at each height, whereas this solution can make only its total force and moment vanish. The remaining self-balanced stress is taken to be confined near the edge, as Saint-Venant's principle states. Zero force and moment then give the strip equations with \(E\) replaced by \(M\):

\[
F+Mh\varepsilon_0=0,\qquad \frac{Fh}{2}-\frac{M\kappa h^3}{12}=0 .
\]

Therefore

\[
\boxed{\kappa=\frac{6F}{Mh^2},\qquad \bar\sigma=\frac{Mh^2\kappa}{6t}}
\]

This is Stoney's formula, at leading order in \(t/h\) and for small deflections. Here \(\kappa\) is the change from the uncoated state, so any initial bow must be subtracted. The algebra contains no \(\hbar\), charge or mass and reads the same in atomic units as in any consistent set.

**Stress inside the substrate.** From \(\varepsilon_0=-F/(Mh)\) and \(\kappa=6F/(Mh^2)\),

\[
s(z)=-\frac Fh-\frac{6Fz}{h^2}.
\]

At the film face, \(z=h/2\), this is \(-4F/h\); at the back it is \(+2F/h\). It vanishes at \(z=-h/6\). A tensile film thus compresses the nearby substrate and stretches its back. Energy minimization for \(t/h=10^{-5}\) and a film twice as stiff as the substrate gave \(-4.00003\), \(2.00003\) and \(-0.166665\) for the two stresses times \(h/F\) and the neutral height over \(h\).

## 3. A film of finite thickness

Where does the film modulus return? Write

\[
\eta=\frac th,\qquad m=\frac{M_f}{M},
\]

with \(M_f\) the film's biaxial modulus. Let \(e\) be the uniform elastic strain the film would have on a rigid, flat substrate; its stress there is \(\sigma_0=M_fe\). On the real substrate its strain is \(e+\varepsilon_0-\kappa z\). The film's centre is at \(z_f=(h+t)/2\), so

\[
\bar\sigma=M_f(e+\varepsilon_0-\kappa z_f),\qquad
\sigma(z)=\bar\sigma-M_f\kappa(z-z_f).
\]

Force balance is still \(\varepsilon_0=-F/(Mh)\). The film's moment is now \(Fz_f\) less its own bending resistance:

\[
\frac{F(h+t)}2-\frac{M_f\kappa t^3}{12}-\frac{M\kappa h^3}{12}=0 .
\]

Solving for \(F\) gives

\[
F=\frac{Mh^2\kappa}{6}\,\frac{1+m\eta^3}{1+\eta}.
\]

Let \(\sigma_S=Mh^2\kappa/(6t)\) be the stress read from the simple formula. Since \(\bar\sigma=F/t\),

\[
\frac{\sigma_S}{\bar\sigma}=\frac{1+\eta}{1+m\eta^3}.
\]

The first correction, \(\eta\), is geometric: the film's centre lies slightly farther out than the substrate face. The film modulus first appears at third order, through the film's own bending stiffness.

The comparison with \(\sigma_0\) is different. Insert \(\varepsilon_0\) and \(z_f\) into \(F=\bar\sigma t\):

\[
F=M_ft\left[e-\frac{F}{Mh}-\frac{\kappa h(1+\eta)}2\right].
\]

Set \(k=\kappa h\), divide by \(Mh\), use \(M_ft/(Mh)=m\eta\), and collect the terms in \(F\):

\[
\frac{F}{Mh}(1+m\eta)+\frac{m\eta k(1+\eta)}2=m\eta e .
\]

Now substitute \(F/(Mh)=k(1+m\eta^3)/[6(1+\eta)]\) and multiply by \(6(1+\eta)\):

\[
k\left[(1+m\eta)(1+m\eta^3)+3m\eta(1+\eta)^2\right]=6em\eta(1+\eta).
\]

Expanding the bracket gives

\[
\kappa h=\frac{6em\eta(1+\eta)}{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}.
\]

Because \(\sigma_S=Mk/(6\eta)\) and \(\sigma_0=mMe\),

\[
\frac{\sigma_S}{\sigma_0}=\frac{k}{6em\eta}=1+(1-4m)\eta+O(\eta^2).
\]

The \(-4m\eta\) has a direct meaning. The substrate face contracts by \(4F/(Mh)\), and the film relaxes with it, losing a fraction \(4m\eta\) of its stress. Stoney's formula reads the stress that remains, apart from the geometric factor. Recovering the stress before relaxation needs the film modulus, and so does converting stress into mismatch strain.

**Two limits.** For \(\eta\to0\) the curvature becomes \(6M_fet/(Mh^2)\), the boxed result. For \(\eta\to\infty\) at fixed \(m\), the last term of the denominator dominates:

\[
\kappa\to\frac{6eMh}{M_ft^2}.
\]

This is Stoney's formula with the roles exchanged: a thin layer of force \(Meh\) bends a plate of modulus \(M_f\) and thickness \(t\).

Minimizing the elastic energy through the thickness, for \(\eta=2\times10^{-4}\), 0.05 and 0.3 and \(m=0.5\), 1 and 4, reproduced the ratio \(\sigma_S/\bar\sigma\) to a relative \(2\times10^{-8}\) and, with \(e=10^{-3}\), the value of \(\kappa h\) to an absolute \(10^{-8}\) or so. That is a loose test for the thinnest film, whose \(\kappa h\) is itself below \(10^{-5}\). A further run at \(\eta=10^{-5}\), for \(m=0.5\) and 4, therefore checked the coefficient \(1-4m\) to within 0.01, which fixes the curvature there to a relative \(10^{-7}\). A separate finite-element disc with a free edge tested the plate solution itself. Its radius was \(12h\), with \(\eta=0.05\) and Poisson ratios 0.30 for the film and 0.25 for the substrate. The curvature near the centre was 0.9996 of the bilayer value for \(m=0.5\) and 0.9994 for \(m=2\).

## 4. A stress that varies through the film

Let the film's initial stress rise linearly from zero at the interface, with the same total \(F\). At distance \(q\) from the interface it is \(2Fq/t^2\), and its line of action lies at

\[
\frac1F\int_0^t\frac{2Fq}{t^2}\,q\,dq=\frac{2t}{3}.
\]

For uniform stress it lies at \(t/2\). The lever arm grows by \(2t/3-t/2=t/6\), which relative to \(h/2\) is \(\eta/3\). For \(\eta=10^{-3}\) and \(m=2\), energy minimization gave a relative curvature increase of \(3.337\times10^{-4}\), against the leading-order \(3.333\times10^{-4}\). A thin film's curvature therefore reveals its mean stress and almost nothing about the gradient.

Recording the curvature during growth adds information. If \(\sigma(q,t)\) is the stress at depth coordinate \(q\) when the thickness is \(t\), then

\[
\frac{dF}{dt}=\sigma(t,t)+\int_0^t\frac{\partial\sigma(q,t)}{\partial t}\,dq .
\]

The slope of \(F=Mh^2\kappa/6\) against thickness gives the stress of the newest layer if the second term is negligible, that is, if the buried layers no longer change. They always relax elastically as the plate bends further, by about \(4m\eta\) times each added force, so this reading also needs \(4m\eta\ll1\).

## 5. When the plate bends too far

A flat disc cannot become part of a sphere without stretching. For \(w=\kappa r^2/2\) on a disc of radius \(R\), the membrane strains are

\[
e_r=u'+\tfrac12w'^2=u'+\tfrac12\kappa^2r^2,\qquad e_\theta=\frac ur .
\]

Eliminating \(u\) gives \(e_r-(re_\theta)'=\kappa^2r^2/2\). In-plane equilibrium, \(s_\theta=(rs_r)'\), and a free edge, \(s_r(R)=0\), are satisfied by

\[
s_r=A(R^2-r^2),\qquad s_\theta=A(R^2-3r^2).
\]

Hooke's law then gives

\[
\begin{aligned}
Ee_r&=A[(1-\nu)R^2-(1-3\nu)r^2],\\
E(re_\theta)'&=A[(1-\nu)R^2-(9-3\nu)r^2].
\end{aligned}
\]

Their difference is \(8Ar^2\), so \(A=E\kappa^2/16\).

The energy follows by averaging over the disc, where \(x=r^2/R^2\) is uniformly distributed between 0 and 1. The averages of \((1-x)^2\), \((1-3x)^2\) and \((1-x)(1-3x)\) are \(1/3\), 1 and 0. The stretching energy per area is therefore

\[
\frac{h}{2E}A^2R^4\left(\frac13+1\right)=\frac{Eh\kappa^4R^4}{384}.
\]

Bending costs \(\int M\kappa^2z^2dz=Mh^3\kappa^2/12\). The film shortens by \(\kappa h/2\) in two directions, which releases \(Fh\kappa\). The film force does not couple to the new membrane strain, because the average of \(s_r+s_\theta\) is proportional to \(\tfrac12-\tfrac12=0\). Setting the derivative of the total energy to zero,

\[
\frac{Mh^3\kappa}{6}+\frac{Eh\kappa^3R^4}{96}-Fh=0 .
\]

Multiplying by \(6/(Mh^3)\) and using \(E/M=1-\nu\),

\[
\kappa\left[1+(1-\nu)\left(\frac{\kappa R^2}{4h}\right)^2\right]=\frac{6F}{Mh^2}.
\]

The true shape departs from a sphere, but the leading correction still holds for the mean curvature. The film couples to that mean, which is \(-1/h\) times the derivative with respect to \(F\) of the minimum of the energy used here; the uniform in-plane contraction separates from the bending and is left out of it. The first change in a minimum energy is the added energy evaluated at the old shape.

The centre-to-edge deflection is \(d=\kappa R^2/2\), so the correction is \((1-\nu)(d/2h)^2\): the deflection must be small compared with the thickness. This is the correction to the mean curvature. The stretching flattens the middle of the disc most: at the same order, the curvature at the centre is corrected \(2+\nu\) times as much. A nonlinear plate calculation with \(\nu=0.25\) and linear curvature \(0.2h/R^2\) gave a correction of \(1.863\times10^{-3}\); the formula gives \(1.868\times10^{-3}\).

## 6. Numbers for a thin and a thick film

Take round model parameters: \(h=5\times10^6\) Å, \(t=1000\) Å, \(M=1\) eV/Å³, \(\nu=0.25\), \(\sigma_0=0.005\) eV/Å³ and \(R=2.5\times10^8\) Å. Using \(\sigma_0\) for the film stress,

\[
F=0.005\times1000=5\ \text{eV/Å}^2,\qquad
\kappa=\frac{6\times5}{1\times(5\times10^6)^2}=1.2\times10^{-12}\ \text{Å}^{-1}.
\]

The radius of curvature is \(8.33\times10^{11}\) Å, or 83.3 m, and the film stress converts to 0.801 GPa. The substrate carries \(-4\times10^{-6}\) eV/Å³ at the film face and \(+2\times10^{-6}\) eV/Å³ at the back. The deflection is \(3.75\times10^4\) Å, or \(0.0075h\), and the resulting relative correction to the mean curvature is about \(10^{-5}\).

Next, let the full bilayer energy supply the curvature and read it with Stoney's formula. The film modulus varies while \(\sigma_0\) is held fixed, so the mismatch strain varies as \(1/m\). Stresses are in eV/Å³.

| \(t\) (Å) | \(m\) | Stoney reading | mean film stress |
|---|---:|---:|---:|
| 1000 | 0.5 | 0.004999 | 0.004998 |
| 1000 | 4 | 0.004985 | 0.004984 |
| 250000 | 0.5 | 0.00474 | 0.00451 |
| 250000 | 4 | 0.00282 | 0.00269 |

For the thin film, an eightfold change in modulus moves the reading by 0.3%. Even this small shift is mostly real relaxation: reading and mean stress differ by \(\eta=0.02\%\) in both rows.

For the thick film, \(\eta=0.05\), and relaxation is large. With \(m=4\) the reading is 44% below \(\sigma_0\), yet only 5% above the stress actually present. Dividing by \(1+\eta\) gives \(0.002819/1.05=0.002685\) eV/Å³, within 0.1% of the mean stress and still without the film modulus.

The thick-film rows use linear theory and cannot describe the disc above. At \(m=2\) the curvature is \(2.20\times10^{-10}\) Å⁻¹, which would give \(d=6.9\times10^6\) Å, more than the substrate thickness. On a disc of radius \(5\times10^7\) Å the deflection would be \(0.055h\), and the linear result would serve. These rows also assume that the film stays elastic and bonded. On a rigid substrate the thick film with \(m=2\) stores \(\sigma_0^2t/M_f\approx3.1\) eV/Å², about 50 J/m², and a real film so loaded may crack, peel or yield.

## 7. Beside a real wafer

The model resembles a small wafer half a millimetre thick with a strongly stressed sputtered metal film; many films have lower stress. Production wafers are often much wider. At the same thickness and film force, a radius of 150 mm instead of 25 mm multiplies the leading-order correction to the mean curvature by \(6^4\), from \(1.05\times10^{-5}\) to about 1.4%; for the curvature at the centre it is about 3%. This estimate leaves out the wafer's own weight, which at that size can bend it as much as the film does or more, depending on how it is supported. Errors in the substrate data matter too: \(\bar\sigma\) is proportional to \(Mh^2\), so a 1% error in \(M\) shifts the stress by 1%, and a 1% error in \(h\) shifts it by 2%. A crystalline wafer needs the biaxial modulus of its own surface orientation, and the isotropic formula applies if that modulus is the same in all in-plane directions. If the film force varies across the wafer, the local curvature no longer gives the local stress by this formula, since the derivation took \(F\) to be uniform. The numerical output below lists the remaining film moduli.

## Calculated quantities

```
substrate thickness h = 5.000e+06 angstrom
substrate biaxial modulus M = 1.000 eV/angstrom^3
substrate Poisson ratio = 0.25
rigid-substrate film stress = 0.005000 eV/angstrom^3
disc radius R = 2.500e+08 angstrom
film thickness = 1000 angstrom, eta = 2.0000e-04
 M_f/M | kappa (1/angstrom) | Stoney | mean stress (eV/angstrom^3)
 0.5 | 1.199760e-12 | 0.00499900 | 0.00499800
 1.0 | 1.199280e-12 | 0.00499700 | 0.00499600
 2.0 | 1.198322e-12 | 0.00499301 | 0.00499201
 4.0 | 1.196410e-12 | 0.00498504 | 0.00498405
film thickness = 250000 angstrom, eta = 5.0000e-02
 M_f/M | kappa (1/angstrom) | Stoney | mean stress (eV/angstrom^3)
 0.5 | 2.843598e-10 | 0.00473933 | 0.00451393
 1.0 | 2.591513e-10 | 0.00431919 | 0.00411403
 2.0 | 2.201219e-10 | 0.00366870 | 0.00349487
 4.0 | 1.691638e-10 | 0.00281940 | 0.00268648
thin film, direct Stoney estimate:
film force per length F = 5.0000 eV/angstrom^2
curvature = 1.200000e-12 1/angstrom
radius of curvature = 8.333333e+11 angstrom
radius of curvature converted = 83.333 m
film stress converted = 0.8011 GPa
centre-to-edge deflection = 3.7500e+04 angstrom
deflection / h = 7.5000e-03
relative deflection correction = 1.055e-05
substrate stress, film face = -4.000e-06 eV/angstrom^3
substrate stress, back face = 2.000e-06 eV/angstrom^3
test results (dimensionless):
face stress*h/F = -4.00003, back = 2.00003
neutral plane z/h = -0.166665
graded film: eta = 1.0e-03, curvature shift = 3.3367e-04
finite-element disc, R/h = 12, eta = 0.05:
 M_f/M = 0.5: kappa/bilayer = 0.999582, Stoney/mean stress = 1.049449
 M_f/M = 2.0: kappa/bilayer = 0.999425, Stoney/mean stress = 1.048875
nonlinear plate: linear kappa*R^2/h = 0.200
 correction computed = 1.862822e-03
 correction predicted = 1.868034e-03
```
